# Exposed Area of Hemispherical Islands Growing on a Square Grid

**The situation.** In atomic layer deposition on a surface that takes up the precursor poorly, a film can start as separate islands. Consider this model. Nuclei of negligible size sit on a flat substrate at the points of a square grid of pitch \(a=2d\). All start together. Material is added to film surfaces and not to bare substrate, at the same speed along the surface normal everywhere, so each island is a hemisphere of radius \(r\) centred in the substrate plane. Where islands meet they overlap without changing shape, and the buried surface stops growing.

Let \(S(r)\) be the exposed film area belonging to one grid cell of substrate area \(a^2\). Bare substrate is not counted in \(S\).

## Part (a)

*Find \(S(r)\) from the start of growth until the substrate is fully covered.*

**Answer.** For \(r\le d\) the islands do not overlap, and each cell holds one whole hemisphere:
\[
S=2\pi r^2\qquad (r\le d).
\]

For \(r>d\) we must find which surface is buried. Put the origin at the centre of one island. A point \((x,y,z)\) on its surface has \(x^2+y^2+z^2=r^2\). Its squared distance from the centre of the neighbour at \((2d,0,0)\) is
\[
(x-2d)^2+y^2+z^2=r^2-4dx+4d^2 .
\]
This is less than \(r^2\) when \(x>d\). The neighbour therefore buries the part beyond the vertical plane midway between the two centres. The other three nearest neighbours act likewise.

More distant islands bury nothing further. The island at \((2dm,2dn,0)\), with \(m,n\) integers, buries points with \(mx+ny>d(m^2+n^2)\). If \(|x|\le d\) and \(|y|\le d\), then
\[
mx+ny\le d(|m|+|n|)\le d(m^2+n^2),
\]
so such a point stays exposed.

We now need the area of the cap \(x>d\). Let \(\alpha\) be the angle from the \(x\) axis, so that \(x=r\cos\alpha\). A ring of width \(r\,d\alpha\) has circumference \(2\pi r\sin\alpha\), hence area \(2\pi r^2\sin\alpha\,d\alpha=2\pi r\,|dx|\). Integrating from \(x=d\) to \(x=r\) gives \(2\pi r(r-d)\) for a full sphere. The substrate plane cuts this cap in half, so each neighbour removes \(\pi r(r-d)\).

Two adjacent half-caps share points if \(x>d\) and \(y>d\) can hold together, which needs \(r^2\ge x^2+y^2>2d^2\). Up to \(r=\sqrt2\,d\) they are separate, and we may subtract four of them:
\[
S=2\pi r^2-4\pi r(r-d)=4\pi rd-2\pi r^2\qquad(d\le r\le\sqrt2\,d).
\]
The corner of a cell is at distance \(\sqrt2\,d\) from its centre, so the substrate becomes fully covered at the end of this range.

## Part (b)

*Find where \(S\) is largest within this range, and its value relative to \(a^2\). Describe the slope on both sides of that point.*

**Answer.** Before contact \(S\) rises. After contact, completing the square gives
\[
S=2\pi d^2-2\pi(r-d)^2=2\pi d^2\left[1-\left(\frac rd-1\right)^2\right],
\]
which falls for every \(r>d\). The maximum is at first contact, \(r=d\), and since \(a^2=4d^2\),
\[
\frac{S(d)}{a^2}=\frac{2\pi d^2}{4d^2}=\frac{\pi}{2}.
\]

The slope is \(4\pi r\) before contact and \(4\pi(d-r)\) after it. At \(r=d\) it jumps from \(4\pi d\) to zero. The peak is thus lopsided: a radius 10% below contact gives \(0.9^2=0.81\) of the maximum, while one 10% above gives \(1-0.1^2=0.99\) of it.

The zero slope comes from the number of neighbours. If an island touches \(m\) neighbours at distance \(2d\), then just after contact \(S=2\pi r^2-m\pi r(r-d)\), whose slope at \(r=d\) is \((4-m)\pi d\). The square grid, \(m=4\), is the balanced case. With \(m=6\) the area falls at once. With \(m=3\) it goes on rising after contact, so a peak at first contact is not a property of every regular arrangement.

## Part (c)

*Show that no larger area occurs after the substrate is covered. Obtain \(S\) in closed form and its limit for a thick film.*

**Answer.** For \(r\ge\sqrt2\,d\) the exposed surface is the graph \(z=\sqrt{r^2-x^2-y^2}\) over the square \(|x|,|y|\le d\). Its slopes are \(-x/z\) and \(-y/z\), so the area per unit of substrate area is \(\sqrt{1+(x^2+y^2)/z^2}=r/z\). Hence
\[
S=\int_{-d}^{d}\!\int_{-d}^{d}\frac{dx\,dy}{\sqrt{1-(x^2+y^2)/r^2}} .
\]
Away from the centre the integrand decreases as \(r\) grows, so \(S\) decreases too. Since \(S\) is continuous at full coverage, contact gives the single maximum over the whole growth.

For the closed form, use the symmetry of the four quadrants and integrate over \(y\):
\[
S=4rJ,\qquad J=\int_0^d\arcsin\frac{d}{\sqrt{r^2-x^2}}\,dx .
\]
Write \(b^2=r^2-d^2\). The derivative of the arcsine with respect to \(x\) is \(xd/[(r^2-x^2)\sqrt{b^2-x^2}]\). Integration by parts then gives
\[
J=d\arcsin\frac db-d\int_0^d\frac{x^2\,dx}{(r^2-x^2)\sqrt{b^2-x^2}} .
\]
Replace \(x^2/(r^2-x^2)\) by \(-1+r^2/(r^2-x^2)\). The first term contributes \(+d\arcsin(d/b)\) to \(J\). In the second, set \(x=b\sin\phi\) and then \(t=\tan\phi\):
\[
\int\frac{d\phi}{r^2-b^2\sin^2\phi}
=\int\frac{dt}{r^2+d^2t^2}
=\frac1{rd}\arctan\frac{dt}{r},
\]
where \(dt\) in the last numerator is the product of \(d\) and \(t\). At \(x=d\), \(t=d/\sqrt{r^2-2d^2}\), so
\[
J=2d\arcsin\frac db-r\arctan\frac{d^2}{r\sqrt{r^2-2d^2}} .
\]
A right triangle with the legs in the last fraction has hypotenuse \(\sqrt{d^4+r^4-2r^2d^2}=r^2-d^2\). The arctangent is therefore an arcsine, and
\[
S=4r\left[2d\arcsin\frac{d}{\sqrt{r^2-d^2}}-r\arcsin\frac{d^2}{r^2-d^2}\right].
\]
At \(r=\sqrt2\,d\) both arcsines equal \(\pi/2\), giving \(S=4\pi d^2(\sqrt2-1)\), in agreement with part (a).

For \(r\gg d\), expand the integrand as \(1+(x^2+y^2)/(2r^2)\). The mean of \(x^2+y^2\) over the square is \(2d^2/3\), so \(S/a^2\simeq1+d^2/(3r^2)\). The film flattens and the ratio tends to 1.

## Part (d)

*Relate \(S\) to the thickness gained per cycle. Evaluate the growth for \(a=20\) nm and a radial growth \(g=0.30\) nm per cycle.*

**Answer.** The film volume in a cell is the integral of \(\sqrt{r^2-x^2-y^2}\) over its covered part. Differentiating with respect to \(r\) gives the integral of \(r/z\), which is \(S\). The moving edge adds nothing because the film height there is zero. Thus \(dV/dr=S\), and if \(S\) changes little during a cycle the mean thickness \(V/a^2\) gains about \(gS/a^2\).

Here \(d=10\) nm. Contact comes after \(10/0.30=33.3\) cycles and full coverage, at \(r=14.14\) nm, after 47.1 cycles. The formulas give:

| \(r\) (nm) | \(S/a^2\) |
|---:|---:|
| 5.00 | 0.393 |
| 10.00 | 1.571 |
| 12.00 | 1.508 |
| 14.14 | 1.301 |
| 20.00 | 1.103 |
| 30.00 | 1.040 |

The peak gain is \(0.30\times1.571=0.471\) nm per cycle, or 4.71 angstrom per cycle. A closed flat film would gain 0.30 nm per cycle.

The mean thickness at contact is \((2\pi d^3/3)/(4d^2)=\pi d/6=5.24\) nm. Adding the integral of \(S\) from \(d\) to \(\sqrt2\,d\) gives the thickness at full coverage:
\[
\frac{1}{4d^2}\left[\frac{2\pi d^3}{3}+2\pi d^3-\frac{2\pi d^3}{3}(2\sqrt2-1)\right]
=\frac{\pi d}{6}(5-2\sqrt2)=11.37\ \text{nm}.
\]

Whole cycles blur the peak slightly. Taking differences of the mean thickness, integrated numerically over a cell, gives the largest gain as 0.4706 nm, in cycle 35. That cycle runs from \(r=10.2\) to 10.5 nm, on the flat side of the peak. Cycle 34 contains the contact itself, but its first third lies on the steep side and lowers its average more.

## Part (e)

*Suppose that the relevant quantity is film area plus bare substrate area. Where does this total peak?*

**Answer.** Before contact the total per cell is \(2\pi r^2+(a^2-\pi r^2)=a^2+\pi r^2\), which rises. After contact the film area falls and the bare area cannot increase, so the total falls. It also peaks at contact, where its ratio to \(a^2\) is \(1+\pi/4=1.785\). The bare fraction there is \(1-\pi/4=0.215\). The factor \(\pi/2\) therefore belongs to the area on which film grows, not to the whole surface that the gas meets.

## Part (f)

*Keep the density \(1/a^2\) and the simultaneous start, but place the nuclei independently at random. Find the mean exposed area and compare its peak with that of the grid.*

**Answer.** A point at height \(z<r\) is outside the film if no nucleus lies within the horizontal distance \(\sqrt{r^2-z^2}\). For random sites this has probability \(\exp[-\pi(r^2-z^2)/a^2]\). The mean thickness is
\[
T(r)=\int_0^r\left[1-e^{-\pi(r^2-z^2)/a^2}\right]dz .
\]
The exposed area per substrate area is \(dT/dr\), by the argument of part (d). The upper limit contributes zero, because the bracket vanishes at \(z=r\). With \(u=\sqrt\pi\,r/a\) and \(t=\sqrt\pi\,z/a\),
\[
\frac{dT}{dr}=2u\,e^{-u^2}\int_0^u e^{t^2}dt=2uD(u),
\]
where \(D\) is Dawson's function. For small \(u\) this is \(2u^2=2\pi r^2/a^2\), the value for separate hemispheres.

Numerical maximization gives a peak ratio of 1.285 at \(r=16.95\) nm, after 56.5 cycles. The bare fraction is then \(e^{-u^2}=0.105\). At fixed density, random placement lowers the peak by 18% relative to the grid and delays it, since close pairs overlap early while wide gaps remain open.

## Part (g)

*Return to the grid, but let alternate sites start ten cycles late. Does the peak still occur at first contact, and is \(\pi/2\) still an upper bound?*

**Answer.** Let the two radii be \(r_1=\rho+e\) and \(r_2=\rho-e\), with \(e\) fixed. Nearest neighbours are of opposite kind and touch at \(\rho=a/2\). The seam is at distance \(x_1\) from the larger island's centre and \(x_2=a-x_1\) from the smaller's. Equating its height on both spheres, \(r_1^2-x_1^2=r_2^2-(a-x_1)^2\), gives
\[
x_1=\frac a2+\frac{r_1^2-r_2^2}{2a}=\frac a2+\frac{2\rho e}{a},\qquad
x_2=\frac a2-\frac{2\rho e}{a}.
\]
While the half-caps on each island stay separate and the larger islands do not touch diagonally, the area of two cells is
\[
\begin{aligned}
S_2&=2\pi(r_1^2+r_2^2)-4\pi r_1(r_1-x_1)-4\pi r_2(r_2-x_2)\\
&=-2\pi(r_1^2+r_2^2)+4\pi(r_1x_1+r_2x_2)\\
&=4\pi\left[-\rho^2-e^2+a\rho+\frac{4\rho e^2}{a}\right].
\end{aligned}
\]
Setting the derivative with respect to \(\rho\) to zero gives \(\rho_*=a/2+2e^2/a\). The bracket there equals \(\rho_*^2-e^2\), so
\[
\frac{S_2}{2a^2}=\frac{2\pi(\rho_*^2-e^2)}{a^2}.
\]
Ten cycles make a radius difference of 3.00 nm, so \(e=1.50\) nm. Then \(\rho_*=10.225\) nm and the ratio is 1.607. The maximum of this stage lies slightly after first contact and 2.3% above \(\pi/2\). Both the position and the height found in part (b) depend on equal radii.

## Part (h)

*Aluminium metal can be deposited by thermal atomic layer deposition. Judge how far the model can be applied to it.*

**Answer.** The radial growth of 0.30 nm per cycle is comparable with the spacing of atomic layers in aluminium, so a smooth hemisphere is not a literal picture of the first few cycles. The island spacing of 20 nm is an assumed value. The real spacing depends on the substrate and its preparation and has to be measured. The peak gain of 0.471 nm per cycle is therefore a model result, not a measurement. Real nuclei do not form a square grid; for random sites with the same density and growth rate, part (f) lowers the peak gain to \(0.30\times1.285=0.385\) nm per cycle.

The assumption of fixed shape is also doubtful for a metal whose atoms can move along its surface. Suppose that one isolated pair, just touching, reshapes into a single hemisphere of the same volume. Its radius becomes \(2^{1/3}\times10=12.60\) nm, and its area changes by the factor \(2^{2/3}/2=2^{-1/3}\), a loss of 20.6%. This sizes the effect for one pair; it does not predict the area of a whole grid, where the new island may meet others.

Islands may also be flatter than hemispheres. A spherical cap with base radius \(d\) and contact angle \(\theta\) belongs to a sphere of radius \(R=d/\sin\theta\) and has height \(R(1-\cos\theta)\). The ring rule of part (a) gives its area as
\[
\frac{2\pi d^2(1-\cos\theta)}{\sin^2\theta}=\frac{2\pi d^2}{1+\cos\theta}.
\]
For an illustrative angle of 70 degrees, the area ratio when the bases touch is 1.17, which is 25% below \(\pi/2\). This compares shapes at equal base radius and does not locate the peak for flatter islands. The comparison holds only for \(\theta\le90\) degrees. A metal that wets the substrate poorly can have \(\theta>90\) degrees; such islands meet first at their widest circle, when \(R=d\), and the area ratio is then \((\pi/2)(1-\cos\theta)\), for example 2.11 at 110 degrees, which is above \(\pi/2\). Facets and uneven precursor supply are left out of all these estimates.

Numerical values quoted here were computed with a short program.
